# Sampling the Vahedi-Surendra Scattering Angle and Its Isotropic Low-Energy Limit

Q: A particle simulation of a discharge has just decided that an electron collides elastically with an atom. It must now choose a direction. What distribution is it supposed to draw from?

A: Let $E$ be the electron energy before the collision, $\chi$ the angle between the old and new velocities, and $\epsilon=E/(1\ \mathrm{eV})$ a pure number. The Vahedi-Surendra model writes the differential cross section as $d\sigma/d\Omega=\sigma(E)\,p(\chi)$, with

$$p(\chi)=\frac{\epsilon}{4\pi\,[1+\epsilon\sin^2(\chi/2)]\,\ln(1+\epsilon)},\qquad \epsilon>0 .$$

The total elastic cross section $\sigma(E)$ is supplied separately and fixes how often collisions occur. The function $p$ is a probability per steradian and fixes only the direction. The atom is taken as very heavy and at rest. Nothing depends on the azimuth about the old velocity, so that angle is drawn uniformly from $0$ to $2\pi$.

Q: This is called a screened cross section. Is it what a screened Coulomb potential gives?

A: Not in the first Born approximation. For a Yukawa potential proportional to $e^{-r/a}/r$, the amplitude at momentum transfer $\hbar q$ is proportional to

$$\frac1q\int_0^\infty e^{-r/a}\sin(qr)\,dr
=\frac1q\,\mathrm{Im}\,\frac{1}{1/a-iq}
=\frac{1}{q^2+1/a^2}.$$

With wave number $k$, elastic scattering has $q=2k\sin(\chi/2)$. Squaring the amplitude gives an angular dependence $[1+4k^2a^2\sin^2(\chi/2)]^{-2}$. The Vahedi-Surendra denominator has the same appearance but the first power, and its energy scale is fixed at 1 eV. I treat it as a model distribution.

Q: Then you can't borrow its normalisation from Coulomb theory. Does $p$ integrate to one?

A: A change of variable settles that. Put

$$s=\sin^2(\chi/2)=\frac{1-\cos\chi}{2},\qquad \cos\chi=1-2s .$$

Forward scattering is $s=0$ and backward scattering is $s=1$. Differentiating the second relation gives $\sin\chi\,d\chi=2\,ds$. After integration over azimuth the solid angle is therefore $d\Omega=2\pi\sin\chi\,d\chi=4\pi\,ds$. The factor $4\pi$ cancels the one in $p$, and the density in $s$ is

$$f(s)=\frac{\epsilon}{(1+\epsilon s)\ln(1+\epsilon)} .$$

The probability of a deflection smaller than the one labelled by $s$ is

$$F(s)=\int_0^s f(s')\,ds'
=\frac{1}{\ln(1+\epsilon)}\int_1^{1+\epsilon s}\frac{dv}{v}
=\frac{\ln(1+\epsilon s)}{\ln(1+\epsilon)},$$

where $v=1+\epsilon s'$ and $dv=\epsilon\,ds'$. Since $F(0)=0$ and $F(1)=1$, the distribution is normalised. Since $f>0$, $F$ rises steadily and has a unique inverse.

Q: Why should inverting it produce the right random angles?

A: Take $R$ uniform on $[0,1]$ and define $s$ by $F(s)=R$. For any $x$ between 0 and 1, the event $s\le x$ is the same as $R\le F(x)$, because $F$ is increasing. The probability of the second event is $F(x)$, as required. Solving,

$$\ln(1+\epsilon s)=R\ln(1+\epsilon)
\;\Rightarrow\; 1+\epsilon s=(1+\epsilon)^R
\;\Rightarrow\; s=\frac{(1+\epsilon)^R-1}{\epsilon}.$$

Inserting this in $\cos\chi=1-2s$ and using the common denominator $\epsilon$ gives

$$\boxed{\cos\chi=\frac{2+\epsilon-2(1+\epsilon)^R}{\epsilon}} .$$

At $R=0$ the numerator is $\epsilon$ and the cosine is $1$. At $R=1$ it is $2+\epsilon-2-2\epsilon=-\epsilon$ and the cosine is $-1$. Had I accumulated probability from the backward direction, $R$ would be replaced by $1-R$. That variable is also uniform, so the sampled distribution would be unchanged.

Q: I would like to see this confirmed without the logarithm you integrated.

A: The original $p(\chi)$ was integrated numerically over angle, and the angle at which the integral equals $R$ was found by root search. For $E=0.01$, 3 and 100 eV, each with $R=0.1$, 0.5 and 0.9, the largest difference in cosine from the boxed formula was $7.9\times10^{-15}$. As a second check, 200000 cosines drawn at 3 eV were sorted into 20 equal bins and compared with integrals of $p$. The chi-square was 21.7 for 19 degrees of freedom, an ordinary statistical scatter.

Q: Now let the energy vanish. Your formula becomes zero divided by zero.

A: It has to be expanded before the division. Regard $g(\epsilon)=(1+\epsilon)^R$ as a function of $\epsilon$ at fixed $R$. Its derivatives are

$$g'=R(1+\epsilon)^{R-1},\qquad g''=-R(1-R)(1+\epsilon)^{R-2}.$$

Taylor's theorem with remainder says that there is a number $t$ between 0 and $\epsilon$ for which

$$(1+\epsilon)^R=1+R\epsilon-\tfrac12R(1-R)\epsilon^2(1+t)^{R-2}.$$

Substitute this into the numerator:

$$2+\epsilon-2(1+\epsilon)^R=\epsilon(1-2R)+R(1-R)\epsilon^2(1+t)^{R-2}.$$

The constants have cancelled, and division by $\epsilon$ is now safe:

$$\cos\chi=1-2R+\epsilon R(1-R)(1+t)^{R-2}.$$

The exponent $R-2$ is negative and $1+t\ge1$, so the last factor lies between 0 and 1. Also $R(1-R)\le1/4$, with the maximum at $R=1/2$. Hence

$$0\le\cos\chi-(1-2R)\le\epsilon R(1-R)\le\frac{\epsilon}{4}.$$

The limit is $\cos\chi\to1-2R$, and the bound $\epsilon/4$ holds for every $R$ at once. At 0.1 eV, for example, the largest deviation found on a fine grid of $R$ is 0.0238, against a bound of 0.0250.

Q: A random cosine $1-2R$ is uniform in cosine. Why is that isotropic, when the angle itself is not uniform?

A: Isotropy means equal probability for equal solid angles. For $-1\le c\le1$, the event $1-2R\le c$ means $R\ge(1-c)/2$, which has probability $(1+c)/2$. The density in $\cos\chi$ is therefore $1/2$. The solid angle is $d\Omega=d(\cos\chi)\,d\phi$ in magnitude, and the azimuth $\phi$ has density $1/(2\pi)$. Their product is $1/(4\pi)$ per steradian. Angles near $90^\circ$ are drawn more often than angles near the poles because more solid angle lies there.

The distribution itself agrees. As $\epsilon\to0$, $\epsilon/\ln(1+\epsilon)\to1$ and the bracket in $p$ tends to 1, so $p\to1/(4\pi)$. At any energy the forward to backward ratio is $p(0)/p(\pi)=1+\epsilon$. This limit concerns direction alone and says nothing about whether $\sigma(E)$ is large or small.

Q: How much forward preference survives at a finite energy, on average?

A: Write $L=\ln(1+\epsilon)$. The mean of $s$ is

$$\langle s\rangle=\frac1L\int_0^1\frac{\epsilon s}{1+\epsilon s}\,ds
=\frac1L\int_0^1\left(1-\frac{1}{1+\epsilon s}\right)ds
=\frac1L\left(1-\frac L\epsilon\right)=\frac1L-\frac1\epsilon .$$

Therefore

$$\langle\cos\chi\rangle=1-2\langle s\rangle=1+\frac2\epsilon-\frac{2}{\ln(1+\epsilon)} .$$

At small $\epsilon$, averaging the leading correction over $R$ gives

$$\langle\cos\chi\rangle\simeq\epsilon\int_0^1R(1-R)\,dR=\epsilon\left(\frac12-\frac13\right)=\frac\epsilon6 ,$$

because the average of $1-2R$ is zero. The full expression reaches a mean cosine of 0.01 at 0.062 eV, close to the 0.06 eV that the linear law predicts.

Q: And at the other end, does the scattering become a narrow forward beam?

A: It does, but slowly. For fixed $0<R<1$, $s\simeq\epsilon^{R-1}\to0$ as $\epsilon\to\infty$. The median follows from $R=1/2$:

$$s_{1/2}=\frac{\sqrt{1+\epsilon}-1}{\epsilon}=\frac{1}{1+\sqrt{1+\epsilon}},$$

after multiplying top and bottom by $\sqrt{1+\epsilon}+1$. At 100 eV the median angle is still $35^\circ$. From the mean cosine, $1-\langle\cos\chi\rangle\simeq2/\ln\epsilon$.

The squared Yukawa denominator behaves differently. Let $b=4k^2a^2$. Its normalisation integral is $\int_0^1(1+bs)^{-2}ds=1/(1+b)$, and with $v=1+bs$

$$\langle s\rangle_{\rm Y}=\frac{1+b}{b^2}\int_1^{1+b}\frac{v-1}{v^2}\,dv
=\frac{1+b}{b^2}\left[\ln(1+b)-\frac{b}{1+b}\right].$$

For large $b$ this falls as $\ln b/b$, much faster than $1/\ln\epsilon$. With a screening length of one Bohr radius, the Yukawa mean cosine is 0.21 at 3 eV and 0.83 at 100 eV. The Vahedi-Surendra values are 0.22 and 0.59. The near agreement at 3 eV is an accident of this screening length: the Yukawa mean cosine is the smaller one at 3 eV and the larger one at 10 eV, so the two curves cross in between. At 100 eV the models differ a good deal.

Q: Can the boxed formula go straight into a code?

A: At ordinary energies, yes, provided the result is clipped to the range from $-1$ to $1$ before $\sin\chi$ is computed, since rounding can carry it slightly outside. At extremely small $\epsilon$ it subtracts numbers near 2 and divides the rounding error by $\epsilon$. In double precision at $10^{-14}$ eV, the largest error in the cosine was 0.045. Since $(1+\epsilon)^R=\exp[R\ln(1+\epsilon)]$, an equivalent form is

$$\cos\chi=1-\frac{2}{\epsilon}\,\mathrm{expm1}\big(R\,\mathrm{log1p}(\epsilon)\big),$$

where $\mathrm{expm1}(x)=e^x-1$ and $\mathrm{log1p}(x)=\ln(1+x)$ are evaluated without that subtraction. Its largest error in the same comparison was $2.2\times10^{-16}$. This form should be clipped too, since at $R=1$ rounding can still carry it below $-1$, by up to about $10^{-15}$. At $\epsilon=0$ the code should use $1-2R$.

Q: Show me some actual draws.

A: Take an electron of 3 eV, so that $1+\epsilon=4$. For $R=0.1$, $4^{0.1}=1.1487$ and

$$\cos\chi=\frac{5-2(1.1487)}{3}=0.901,\qquad\chi=25.7^\circ .$$

For $R=0.5$, $4^{0.5}=2$, so $\cos\chi=(5-4)/3=0.333$ and $\chi=70.5^\circ$. For $R=0.9$, $4^{0.9}=3.4822$, so $\cos\chi=(5-6.9644)/3=-0.655$ and $\chi=130.9^\circ$. Isotropic scattering would give cosines 0.8, 0 and $-0.8$ for the same three numbers. Each draw is shifted forward, as the lower bound requires.

Q: Does that shift change anything a discharge would notice?

A: It changes how far an electron keeps going in its original direction. Take argon at 50 mTorr and 300 K. The gas density is $n=p_{\rm gas}/(k_BT)=1.609\times10^{15}\ \mathrm{cm^{-3}}$. With a rough elastic cross section of $5\times10^{-16}\ \mathrm{cm^2}$, the mean free path is

$$\lambda=\frac{1}{n\sigma}=\frac{1}{(1.609\times10^{15})(5\times10^{-16})}\ \mathrm{cm}=1.24\ \mathrm{cm}.$$

Let $c$ be the cosine between the current velocity and the original direction. After a collision,

$$c'=c\cos\chi+\sqrt{1-c^2}\,\sin\chi\cos\phi .$$

The second term averages to zero over $\phi$, so each collision multiplies the mean of $c$ by $\langle\cos\chi\rangle$. With $\sigma$ and the energy held fixed, the mean forward displacement is

$$\lambda\left(1+\langle\cos\chi\rangle+\langle\cos\chi\rangle^2+\cdots\right)=\frac{\lambda}{1-\langle\cos\chi\rangle}.$$

At 3 eV, $\langle\cos\chi\rangle=1+0.6667-2/1.3863=0.224$. The length is $1.243/0.776=1.60$ cm, which is 29 per cent longer than the isotropic value. A random walk with 200000 electrons gave a ratio to $\lambda$ of $1.298\pm0.008$, where the formula gives 1.289; the difference is little more than one standard error.

The same factor links cross sections: the momentum-transfer cross section is $\sigma_m=\sigma(1-\langle\cos\chi\rangle)$, here $0.776\,\sigma$. If the input data are $\sigma_m$ and this angular model is used, the collision rate needs $\sigma=\sigma_m/(1-\langle\cos\chi\rangle)$ to preserve momentum transfer.

Q: You have shown that the model becomes isotropic. Does an atom do so at the same rate?

A: There is good reason to doubt it. An atom of polarisability $\alpha$ attracts a slow electron at long range with potential $-\alpha/(2r^4)$ in atomic units. Let $\eta_0$ and $\eta_1$ be the phase shifts of the $s$ and $p$ waves. When all phase shifts are small, these two waves contribute $\eta_0+3\eta_1\cos\chi$ to the scattering amplitude, up to a common factor. Higher waves can be left out when their phase shifts are also much smaller than $\eta_0$: in the average of $\cos\chi$ the $s$ wave interferes only with the $p$ wave, because $\cos\chi$ is orthogonal to every other Legendre polynomial. Squaring the two-wave amplitude and averaging over directions, where $\langle\cos^2\chi\rangle=1/3$, gives

$$\langle\cos\chi\rangle\simeq\frac{6\eta_0\eta_1/3}{\eta_0^2}=\frac{2\eta_1}{\eta_0}\qquad(|\eta_1|\ll|\eta_0|).$$

For a nonzero scattering length $A$, $\eta_0\simeq-Ak$ at small $k$. The first Born phase shift of the $p$ wave is, with $x=kr$ and $j_1$ the spherical Bessel function,

$$\eta_1\simeq\alpha k^2\int_0^\infty\frac{j_1(x)^2}{x^2}\,dx .$$

To find the integral, integrate by parts to obtain $\int_{-1}^{1}(1-u^2)\cos(xu)\,du=4j_1(x)/x$. Parseval's theorem then gives

$$\int_{-\infty}^{\infty}\frac{j_1^2}{x^2}\,dx=\frac{2\pi}{16}\int_{-1}^1(1-u^2)^2du=\frac{2\pi}{16}\cdot\frac{16}{15}=\frac{2\pi}{15}.$$

Half of this belongs to positive $x$, so $\eta_1\simeq\pi\alpha k^2/15$. For negative $A$,

$$\langle\cos\chi\rangle\simeq\frac{2\pi\alpha k}{15|A|}\propto\sqrt E .$$

The limit is still isotropic, but it is approached as $\sqrt E$, whereas the Vahedi-Surendra mean cosine falls as $E$.

Q: How large is the discrepancy for argon?

A: A rough atom gives its size below a few tenths of an eV; at higher energies it only shows how sensitive the angular shape is to the core. I take $\alpha=11$ cubic bohr and $A=-1.5$ bohr, both rough argon values, and put a hard core inside the polarisation potential. A core radius of 1.66 bohr reproduces that scattering length. Exchange and the real structure of the core are left out. Solving the radial equation gives these mean cosines:

| $E$ (eV) | Rough atom | Vahedi-Surendra |
|---|---:|---:|
| 0.01 | 0.10 | 0.0017 |
| 0.10 | 0.53 | 0.016 |
| 1.00 | -0.31 | 0.11 |
| 3.00 | -0.12 | 0.22 |

At 0.01 eV the rough atom is about sixty times more forward-directed by this measure. The later change of sign comes from interference. In this atom the $s$-wave phase shift is small, 0.047 at 0.1 eV, and has become $-0.147$ at 1 eV, while the $p$-wave phase shift stays positive. Their interference term therefore changes sign in between. At 3 eV, reducing the number of partial waves shifted the mean cosine by $1.6\times10^{-5}$. That measures numerical convergence, not the accuracy of the atom. The choice of core matters far more: a radius of 0.646 bohr gives the same scattering length and nearly the same mean cosine at 0.01 eV, but $+0.10$ instead of $-0.12$ at 3 eV. The contrast with the model at 0.01 eV is robust, because it is set by $\alpha$ and $A$. The entries at 1 and 3 eV depend on the core and should not be read as argon values; the smaller core gives $-0.23$ at 1 eV.

Q: What should someone simulating a real argon reactor take from these numbers?

A: In a reactor with a gap of a few centimetres, a forward length of 1.6 cm is comparable with the gap, so the assumed angular shape deserves a check. With the same free path, the rough atom changes the 3 eV length from 1.60 to 1.11 cm, a reduction of 31 per cent. With the smaller core of 0.646 bohr the length would be about 1.4 cm. These numbers indicate sensitivity and are not a prediction for argon. Published phase-shift analyses for argon have a negative $p$-wave shift near 3 eV, unlike the 1.66 bohr atom, and imply a mean cosine of roughly $+0.2$, close to the Vahedi-Surendra value. The clear failure of the model for argon lies at a few tenths of an eV and below. Where such a change matters, angular data for the gas should replace the model. At fixed pressure and cross section, a gas at 400 K instead of 300 K would lengthen both paths by one third.

Q: And the heavy atom at rest?

A: In a single collision at 3 eV that is a much smaller matter, though small energy losses add up over many collisions. An electron of momentum $P$ and mass $m$ gives an atom of mass $M$ a squared momentum $2P^2(1-\cos\chi)$, to leading order in $m/M$. Dividing the recoil energy by $P^2/(2m)$ gives a fractional loss

$$\frac{\Delta E}{E}=\frac{2m}{M}(1-\cos\chi).$$

For argon $m/M=1.37\times10^{-5}$, and the mean loss is $2.1\times10^{-5}$ per collision. The thermal speed of the atoms is $4.2\times10^{-4}$ of the electron speed. That motion changes the electron energy in one collision by about $6\times10^{-4}$ rms, some thirty times the mean recoil loss, but with either sign, so it nearly averages out at 3 eV.

This assumption does limit the physical use of $E\to0$. The recoil formula can only remove energy, whereas moving atoms can also return it. Once the electron energy is comparable with $k_BT$, even the mean energy exchange needs the thermal motion of the gas, even though the angular formula has a perfectly regular limit. The numerical output lists the remaining energies and intermediate values.

## Computed results

```
Largest inversion error in cosine: 7.9e-15
Example energy: 3.0 eV; ln(1+e) = 1.3863
R=0.1: (1+e)^R=1.1487, cos=0.9009, angle=25.7 deg, isotropic cos=0.8
R=0.5: (1+e)^R=2.0000, cos=0.3333, angle=70.5 deg, isotropic cos=0.0
R=0.9: (1+e)^R=3.4822, cos=-0.6548, angle=130.9 deg, isotropic cos=-0.8
Energy (eV) | median angle (deg) | mean cosine | Yukawa mean cosine
   0.01 |  89.86 | 0.0017 | 0.0010
   0.10 |  88.63 | 0.0159 | 0.0097
   1.00 |  80.12 | 0.1146 | 0.0857
   3.00 |  70.53 | 0.2240 | 0.2080
  10.00 |  57.54 | 0.3659 | 0.4302
  30.00 |  45.93 | 0.4843 | 0.6500
 100.00 |  35.01 | 0.5866 | 0.8278
Largest cosine deviation from 1-2R, and bound e/4:
  0.001 eV: 0.000250, 0.000250
  0.010 eV: 0.002488, 0.002500
  0.100 eV: 0.023825, 0.025000
  1.000 eV: 0.172143, 0.250000
Energy where mean cosine is 0.01: 0.0618 eV
Rounding test energy: 1e-14 eV
Direct expression, largest cosine error: 4.5e-02
Stable expression, largest cosine error: 2.2e-16
Samples: 200000; chi-square for 20 bins: 21.7
Argon pressure: 50 mTorr
Gas temperature: 300 K
Rough elastic cross section: 5e-16 cm^2
Gas density: 1.609e+15 cm^-3
Mean free path: 1.243 cm
Momentum-transfer/total ratio: 0.7760
Transport length / free path, formula: 1.2886
Same from random walk: 1.2978 +/- 0.0077
Forward transport length: 1.601 cm
Rough argon polarisability: 11 bohr^3
Rough argon scattering length: -1.5 bohr
Fitted hard-core radius: 1.662 bohr
Energy (eV) | mean cosine of core-plus-polarisation atom
   0.01 | 0.103
   0.10 | 0.533
   0.30 | 0.389
   1.00 | -0.310
   3.00 | -0.124
Partial-wave convergence shift at 3 eV: 1.6e-05
Transport length with that atom at 3 eV: 1.106 cm
Electron/argon mass ratio: 1.37e-05
Mean recoil energy loss fraction at 3 eV: 2.13e-05
Thermal atom speed / electron speed at 3 eV: 4.2e-04
```
